# Cupric-ion diffusivity from rotating-disk limiting currents, with error propagation: verification in Python

```python
# RESULT UNDER TEST
# Limiting current of a rotating disk: i = S*sqrt(omega), with
#   S = B n F A C D^(2/3) nu^(-1/6),  B = (a/3)^(1/3)/Gamma(4/3),
# so D varies as S^(3/2): a 1 % slope error gives about 1.5 % error in D.
# Symbols: omega angular speed (rad/s), D diffusivity (cm2/s), nu kinematic
# viscosity (cm2/s), C bulk concentration (mol/cm3), A disk area (cm2),
# n electrons per ion, F Faraday constant (C/mol), a = wall slope of the
# scaled radial velocity, Sc = nu/D. Currents are in mA.
# Synthetic data come from a finite-difference solution of convective
# diffusion in the full von Karman flow, not from the formula for S.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_bvp, solve_ivp, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma

FARADAY = physical_constants["Faraday constant"][0]

# ---- similarity form of the Navier-Stokes equations, checked symbolically
r, zeta, om, kv = sp.symbols("r zeta omega nu", positive=True)
Fs, Gs, Hs = [sp.Function(name)(zeta) for name in ("F", "G", "H")]


def d_dz(expr):
    return sp.sqrt(om / kv) * sp.diff(expr, zeta)


u_r, u_phi, u_z = r * om * Fs, r * om * Gs, sp.sqrt(kv * om) * Hs


def viscous(q):
    return kv * (sp.diff(q, r, 2) + sp.diff(q, r) / r - q / r**2
                 + d_dz(d_dz(q)))


radial = (u_r * sp.diff(u_r, r) + u_z * d_dz(u_r) - u_phi**2 / r
          - viscous(u_r))
azimuthal = (u_r * sp.diff(u_phi, r) + u_z * d_dz(u_phi)
             + u_r * u_phi / r - viscous(u_phi))
continuity = sp.diff(u_r, r) + u_r / r + d_dz(u_z)
radial_ode = Fs**2 - Gs**2 + Hs * Fs.diff(zeta) - Fs.diff(zeta, 2)
azimuthal_ode = 2 * Fs * Gs + Hs * Gs.diff(zeta) - Gs.diff(zeta, 2)
assert sp.simplify(radial - r * om**2 * radial_ode) == 0
assert sp.simplify(azimuthal - r * om**2 * azimuthal_ode) == 0
assert sp.simplify(continuity - om * (2 * Fs + Hs.diff(zeta))) == 0


# ---- numerical von Karman flow; state = F, F', G, G', H
def flow_rhs(x, y):
    f, fp, g, gp, h = y
    return np.vstack([fp, f**2 - g**2 + h * fp, gp,
                      2 * f * g + h * gp, -2 * f])


def flow_bc(wall, far):
    return np.array([wall[0], wall[2] - 1, wall[4], far[0], far[2]])


x0 = np.linspace(0, 20, 401)
guess = np.vstack([0.5 * x0 * np.exp(-x0), 0.5 * (1 - x0) * np.exp(-x0),
                   np.exp(-0.8 * x0), -0.8 * np.exp(-0.8 * x0),
                   -(1 - (1 + x0) * np.exp(-x0))])
flow = solve_bvp(flow_rhs, flow_bc, x0, guess, tol=1e-8, max_nodes=50000)
assert flow.success
a_wall = flow.sol(0.0)[1]
# integral torque balance of the azimuthal equation
torque = quad(lambda x: 4 * flow.sol(x)[0] * flow.sol(x)[2], 0, 20,
              limit=200)[0]
assert abs(torque + flow.sol(0.0)[3]) < 1e-5
# near-wall expansion H = -a x^2 + x^3/3 + O(x^4)
xs = 0.05
cubic = (flow.sol(xs)[4] + a_wall * xs**2) / xs**3
assert abs(cubic - 1 / 3) < 0.01

# ---- parameters of the example
n_e, conc_M, acid_M = 2, 0.010, 1.0
C = conc_M * 1e-3
radius = 0.25
A = np.pi * radius**2
nu, D_true = 0.010, 6.0e-6
rpm = np.array([400.0, 900.0, 1600.0, 2500.0, 3600.0])
omega = rpm * 2 * np.pi / 60
root = np.sqrt(omega)
sigma = 0.010


def disk_current(D, w, full=True, visc=nu, n=n_e, bulk=C, cells=4000):
    """Limiting current (mA) from finite differences of D c'' = v c'."""
    length = 6.5 * D**(1 / 3) * visc**(1 / 6) / np.sqrt(w)
    z = np.linspace(0, length, cells + 1)
    h = z[1]
    x = z[1:-1] * np.sqrt(w / visc)
    scaled = flow.sol(x)[4] if full else -a_wall * x**2
    p = np.sqrt(visc * w) * scaled * h / (2 * D)
    band = np.zeros((3, cells - 1))
    band[0, 1:] = (1 - p)[:-1]
    band[1] = -2
    band[2, :-1] = (1 + p)[1:]
    rhs = np.zeros(cells - 1)
    rhs[-1] = -(1 - p[-1])
    c = solve_banded((1, 1), band, rhs)
    gradient = (4 * c[0] - c[1]) / (2 * h)
    return 1e3 * n * FARADAY * A * D * bulk * gradient


# ---- derived formulas
B = (a_wall / 3)**(1 / 3) / gamma(4 / 3)
g_sc = (3 / a_wall)**(4 / 3) * gamma(5 / 3) / gamma(4 / 3) / 36


def levich_slope(D, visc=nu):
    return 1e3 * B * n_e * FARADAY * A * C * D**(2 / 3) * visc**(-1 / 6)


def levich_D(slope):
    return (slope * 1e-3 * nu**(1 / 6) / (B * n_e * FARADAY * A * C))**1.5


def corrected_D(slope):
    D_plain = levich_D(slope)
    D = D_plain
    for _ in range(50):
        D = D_plain * (1 + g_sc * (D / nu)**(1 / 3))**1.5
    return D


# Levich law against the transport solution with the quadratic velocity
for D_test in (2e-6, D_true, 2e-5):
    for w in (omega[0], omega[-1]):
        numeric = disk_current(D_test, w, full=False)
        assert abs(numeric / (levich_slope(D_test) * np.sqrt(w)) - 1) < 1e-4


# finite-Schmidt correction: the remainder must fall as Sc^(-2/3)
def remainder(D):
    ratio = disk_current(D, omega[2], False) / disk_current(D, omega[2])
    return ratio - 1 - g_sc * (D / nu)**(1 / 3)


rem = remainder(D_true)
assert abs(rem) < 0.0015
assert 3.5 < rem / remainder(D_true / 8) < 4.6


# slope error carried to D by inverting the transport solution itself
def D_ratio(current_factor, full):
    target = current_factor * disk_current(D_true, omega[2], full)
    return brentq(lambda q: disk_current(q * D_true, omega[2], full)
                  - target, 0.9, 1.1, xtol=1e-10)


up, down = D_ratio(1.01, False), D_ratio(0.99, False)
up_full = D_ratio(1.01, True)
assert abs(up - 1.01**1.5) < 1e-5 and abs(down - 0.99**1.5) < 1e-5
assert 0.0150 < up_full - 1 < 0.0154
# a viscosity error enters D with the power 1/4
same = disk_current(D_true * 1.01**0.25, omega[2], False, visc=1.01 * nu)
assert abs(same / disk_current(D_true, omega[2], False) - 1) < 1e-5

# ---- synthetic data and extraction
clean = np.array([disk_current(D_true, w) for w in omega])
assert np.ptp(clean / root) / np.mean(clean / root) < 1e-5
assert abs(corrected_D(root @ clean / omega.sum()) / D_true - 1) < 0.0025
rng = np.random.default_rng(7)
data = np.round(clean + sigma * rng.standard_normal(len(rpm)), 3)
slope = root @ data / omega.sum()
free_slope, intercept = np.polyfit(root, data, 1)
D_plain, D_corr = levich_D(slope), corrected_D(slope)
spread = np.sum((root - root.mean())**2)
se_slope, se_free = sigma / np.sqrt(omega.sum()), sigma / np.sqrt(spread)
se_intercept = sigma * np.sqrt(1 / len(root) + root.mean()**2 / spread)
rel_slope = se_slope / slope
assert abs(D_corr / D_true - 1) < 4.5 * rel_slope + 0.0025
assert abs(intercept) < 4 * se_intercept
# standard errors against repeated synthetic experiments
trials = clean + sigma * rng.standard_normal((20000, len(rpm)))
mc_slopes = trials @ root / omega.sum()
mc_free = np.polyfit(root, trials.T, 1)[0]
mc_D = levich_D(mc_slopes)
assert abs(mc_slopes.std() / se_slope - 1) < 0.03
assert abs(mc_free.std() / se_free - 1) < 0.03
mc_gain = (mc_D.std() / mc_D.mean()) / (mc_slopes.std() / mc_slopes.mean())
assert abs(mc_gain - 1.5) < 0.01

# ---- sizes of neglected effects
# migration in a stagnant film: Cu2+, H+, HSO4-
anion_M = acid_M + 2 * conc_M
migration = 1 + (np.sqrt(anion_M) - np.sqrt(acid_M))**2 / conc_M


def film_rhs(y, state):
    cu, hyd, an = state
    field = migration * conc_M / ((an + hyd) / 2 + 2 * cu)
    return [(an + hyd) / 2 * field, -hyd * field, an * field]


film = solve_ivp(film_rhs, (1, 0), [conc_M, acid_M, anion_M],
                 rtol=1e-10, atol=1e-13)
assert film.success and abs(film.y[0, -1]) < 1e-7 * acid_M
# dissolved oxygen, four electrons
O2_mM, D_O2 = 0.25, 2.0e-5
oxygen = np.array([disk_current(D_O2, w, n=4, bulk=O2_mM * 1e-6)
                   for w in omega])
assert np.ptp(oxygen / root) / np.mean(oxygen / root) < 1e-5
oxygen_share = oxygen[2] / clean[2]
oxygen_D = levich_D(root @ (clean + oxygen) / omega.sum())
oxygen_bias = oxygen_D / levich_D(root @ clean / omega.sum()) - 1
# bath 1 K warmer: nu falls, D varies as T/nu
T_bath, nu_drop = 298.15, 0.02
D_warm = D_true * (T_bath + 1) / T_bath / (1 - nu_drop)
warm = disk_current(D_warm, omega[2], visc=nu * (1 - nu_drop))
warm_bias = (warm / clean[2])**1.5 - 1
# rim: length where radial diffusion competes with wall shear
shear = a_wall * radius * omega[0]**1.5 / np.sqrt(nu)
rim_length = np.sqrt(D_true / shear)
layer = 1e3 * n_e * FARADAY * A * D_true * C / clean

print(f"Faraday constant: {FARADAY:.2f} C/mol")
print(f"Electrons per cupric ion: {n_e}")
print(f"Cupric concentration: {conc_M:.3f} mol/L = {C:.2e} mol/cm3")
print(f"Supporting acid: {acid_M:.1f} mol/L")
print(f"Disk radius: {radius:.2f} cm; area: {A:.5f} cm2")
print(f"Kinematic viscosity: {nu:.3f} cm2/s")
print(f"Hidden true D: {D_true:.3e} cm2/s; Sc: {nu / D_true:.1f}")
print(f"Wall constant a: {a_wall:.5f}")
print(f"Levich coefficient B: {B:.5f}")
print(f"Schmidt correction coefficient g: {g_sc:.4f}")
print(f"Current noise sigma: {sigma:.3f} mA")
for k in range(len(rpm)):
    print(f"{rpm[k]:.0f} rpm: omega {omega[k]:.3f} rad/s, "
          f"sqrt {root[k]:.4f} (rad/s)^0.5, i {data[k]:.3f} mA")
print(f"Sum of omega: {omega.sum():.3f} rad/s")
print(f"Sum of sqrt(omega)*i: {root @ data:.4f} mA (rad/s)^0.5")
print(f"Slope through origin: {slope:.6f} mA/(rad/s)^0.5")
print(f"Its standard error: {se_slope:.6f} mA/(rad/s)^0.5")
print(f"Relative slope error: {100 * rel_slope:.3f} %")
print(f"Resulting relative D error: {150 * rel_slope:.3f} %")
print(f"Free-intercept slope: {free_slope:.6f} mA/(rad/s)^0.5")
print(f"Its relative standard error: {100 * se_free / free_slope:.3f} %")
print(f"Intercept: {intercept:.4f} +/- {se_intercept:.4f} mA")
print(f"D, plain Levich: {D_plain:.4e} cm2/s = {D_plain * 1e-4:.4e} m2/s")
print(f"Plain D minus true D: {100 * (D_plain / D_true - 1):.2f} %")
print(f"D, Schmidt corrected: {D_corr:.4e} cm2/s = {D_corr * 1e-4:.4e} m2/s")
print(f"Corrected D minus true D: {100 * (D_corr / D_true - 1):.2f} %")
print(f"D with slope +1 %: {levich_D(1.01 * slope):.4e} cm2/s")
print(f"D with slope -1 %: {levich_D(0.99 * slope):.4e} cm2/s")
print(f"D change, slope +1 %, transport inversion: {100 * (up - 1):.4f} %")
print(f"D change, slope -1 %, transport inversion: {100 * (down - 1):.4f} %")
print(f"D change, slope +1 %, full flow: {100 * (up_full - 1):.4f} %")
print(f"Monte Carlo error gain D/slope: {mc_gain:.3f}")
sc_loss = clean[2] / disk_current(D_true, omega[2], False) - 1
print(f"Finite-Sc change of current: {100 * sc_loss:.2f} %")
print(f"Finite-Sc bias of plain D: {100 * ((1 + sc_loss)**1.5 - 1):.2f} %")
print(f"Migration, film estimate, current: {100 * (migration - 1):.2f} %")
print(f"Migration, film estimate, D: {100 * (migration**1.5 - 1):.2f} %")
print(f"Oxygen inputs (rough): {O2_mM:.2f} mmol/L, {D_O2:.1e} cm2/s")
print(f"Oxygen current / copper current: {100 * oxygen_share:.1f} %")
print(f"Oxygen bias of D if not purged: {100 * oxygen_bias:.1f} %")
print(f"Assumed bath {T_bath:.2f} K; nu drop {100 * nu_drop:.0f} % per K")
print(f"Real D change for +1 K: {100 * (D_warm / D_true - 1):.2f} %")
print(f"Apparent D change for +1 K: {100 * warm_bias:.2f} %")
print(f"Diffusion layer: {layer[0] * 1e4:.1f} um at {rpm[0]:.0f} rpm, "
      f"{layer[-1] * 1e4:.1f} um at {rpm[-1]:.0f} rpm")
print(f"Rim length at {rpm[0]:.0f} rpm: {rim_length * 1e4:.2f} um")
print(f"Rim share of disk area: {200 * rim_length / radius:.2f} %")
print(f"Largest Reynolds number: {omega[-1] * radius**2 / nu:.0f}")
print("all assertions hold")
```

Printed output:

```
Faraday constant: 96485.33 C/mol
Electrons per cupric ion: 2
Cupric concentration: 0.010 mol/L = 1.00e-05 mol/cm3
Supporting acid: 1.0 mol/L
Disk radius: 0.25 cm; area: 0.19635 cm2
Kinematic viscosity: 0.010 cm2/s
Hidden true D: 6.000e-06 cm2/s; Sc: 1666.7
Wall constant a: 0.51023
Levich coefficient B: 0.62045
Schmidt correction coefficient g: 0.2980
Current noise sigma: 0.010 mA
400 rpm: omega 41.888 rad/s, sqrt 6.4721 (rad/s)^0.5, i 1.055 mA
900 rpm: omega 94.248 rad/s, sqrt 9.7081 (rad/s)^0.5, i 1.585 mA
1600 rpm: omega 167.552 rad/s, sqrt 12.9442 (rad/s)^0.5, i 2.107 mA
2500 rpm: omega 261.799 rad/s, sqrt 16.1802 (rad/s)^0.5, i 2.628 mA
3600 rpm: omega 376.991 rad/s, sqrt 19.4163 (rad/s)^0.5, i 3.160 mA
Sum of omega: 942.478 rad/s
Sum of sqrt(omega)*i: 153.3658 mA (rad/s)^0.5
Slope through origin: 0.162726 mA/(rad/s)^0.5
Its standard error: 0.000326 mA/(rad/s)^0.5
Relative slope error: 0.200 %
Resulting relative D error: 0.300 %
Free-intercept slope: 0.162328 mA/(rad/s)^0.5
Its relative standard error: 0.602 %
Intercept: 0.0058 +/- 0.0134 mA
D, plain Levich: 5.7589e-06 cm2/s = 5.7589e-10 m2/s
Plain D minus true D: -4.02 %
D, Schmidt corrected: 5.9772e-06 cm2/s = 5.9772e-10 m2/s
Corrected D minus true D: -0.38 %
D with slope +1 %: 5.8455e-06 cm2/s
D with slope -1 %: 5.6728e-06 cm2/s
D change, slope +1 %, transport inversion: 1.5037 %
D change, slope -1 %, transport inversion: -1.4962 %
D change, slope +1 %, full flow: 1.5242 %
Monte Carlo error gain D/slope: 1.500
Finite-Sc change of current: -2.55 %
Finite-Sc bias of plain D: -3.81 %
Migration, film estimate, current: 0.99 %
Migration, film estimate, D: 1.49 %
Oxygen inputs (rough): 0.25 mmol/L, 2.0e-05 cm2/s
Oxygen current / copper current: 11.0 %
Oxygen bias of D if not purged: 17.0 %
Assumed bath 298.15 K; nu drop 2 % per K
Real D change for +1 K: 2.38 %
Apparent D change for +1 K: 2.84 %
Diffusion layer: 21.6 um at 400 rpm, 7.2 um at 3600 rpm
Rim length at 400 rpm: 1.32 um
Rim share of disk area: 0.11 %
Largest Reynolds number: 2356
all assertions hold
```
